\section*{Why Thin Films Conduct Heat Differently Across and Along Their Plane}

\section{Two measurements on one film}

\textbf{Q.} I describe phonons in a film by one mean free path, 250 nm, and the film is 10 nm thick. The predicted conductivity across the film falls almost in proportion to thickness. Along the film it falls more slowly. The surfaces stop the phonons in both cases, so why is there a difference?

\textbf{A.} We first need one transport equation for both experiments. Let $C$ be the phonon heat capacity per volume, $v$ the speed and $\Lambda$ the mean free path, the same for all phonons (a gray model) and in all directions. For small temperature differences, describe phonons travelling along the unit vector $\mathbf n$ by a directional temperature $\Theta(\mathbf r,\mathbf n)$. Their energy density per solid angle, measured from a reference state, is $C\Theta/4\pi$. In the steady state
\begin{equation}
\Lambda\,\mathbf n\cdot\nabla\Theta=T-\Theta,\qquad
T=\frac1{4\pi}\int\Theta\,d\Omega,
\end{equation}
and the heat flux is
\begin{equation}
\mathbf q=\frac{Cv}{4\pi}\int\mathbf n\,\Theta\,d\Omega .
\end{equation}
Taking $T$ as the angular average makes scattering conserve energy.

In bulk, let $T=T_0+Gx$. Then $\Theta=T-\Lambda Gn_x$ solves the equation: the left side is $\Lambda n_xG$, and so is the right side. The angular average of $n_x^2$ is $1/3$, hence
\begin{equation}
q_x=-\frac{CvG\Lambda}{4\pi}\int n_x^2\,d\Omega=-kG,\qquad k=\frac{Cv\Lambda}{3}.
\end{equation}
Below, $L$ is the thickness, $\delta=L/\Lambda$, and $\mu$ is the cosine of the angle to the film normal $z$.

\section{Across the film}

\textbf{Q.} Start with the cross-plane case. What happens if phonons do not scatter inside at all?

\textbf{A.} Black contacts absorb every arriving phonon and emit isotropically at their own temperatures, $T_h$ at $z=0$ and $T_c$ at $z=L$. Without scattering, $\Theta=T_h$ for $\mu>0$ and $\Theta=T_c$ for $\mu<0$. The azimuthal integral gives $2\pi$, so with $\Delta T=T_h-T_c$
\begin{equation}
q=\frac{Cv}{2}\left[T_h\int_0^1\mu\,d\mu+T_c\int_{-1}^0\mu\,d\mu\right]
=\frac{Cv\,\Delta T}{4}.
\end{equation}
This flux does not depend on $L$. The effective conductivity is defined by $q=k_c\Delta T/L$, so
\begin{equation}
k_c=\frac{CvL}{4},\qquad \frac{k_c}{k}=\frac{3\delta}{4}.
\end{equation}
The factor $L$ enters through the definition. The temperature inside is uniform at $(T_h+T_c)/2$, and the whole drop sits at the contacts. Thus $k_c$ describes the film together with its contacts; it is not a local material property.

\textbf{Q.} My film does have some scattering. Could that spoil the linear law?

\textbf{A.} It changes the correction, not the leading term. Put $\tau=z/\Lambda$, $\theta=(T-T_c)/\Delta T$ and $\phi=(\Theta-T_c)/\Delta T$. Then $\mu\,\partial_\tau\phi=\theta-\phi$, with $\phi=1$ leaving the hot contact and $\phi=0$ leaving the cold one. For $0<\mu\le1$, integration along each direction gives
\begin{align}
\phi(\tau,\mu)&=e^{-\tau/\mu}+\int_0^\tau\theta(s)e^{-(\tau-s)/\mu}\frac{ds}{\mu},\\
\phi(\tau,-\mu)&=\int_\tau^\delta\theta(s)e^{-(s-\tau)/\mu}\frac{ds}{\mu}.
\end{align}
Define $E_n(x)=\int_0^1\mu^{n-2}e^{-x/\mu}d\mu$. Averaging $\phi$ over angle yields
\begin{equation}
2\theta(\tau)=E_2(\tau)+\int_0^\delta\theta(s)E_1(|\tau-s|)\,ds .
\end{equation}
Let $Q=q/(Cv\Delta T/4)$. At the hot contact, the outgoing part contributes 1 and the returning part is subtracted:
\begin{equation}
Q=1-2\int_0^1\mu\,\phi(0,-\mu)\,d\mu=1-2\int_0^\delta\theta(s)E_2(s)\,ds .
\end{equation}

Exchanging the contacts and reflecting the film shows that $\theta(\tau)+\theta(\delta-\tau)=1$. We may therefore write $\theta=\tfrac12+u$, with $u$ odd about the midplane. Since $E_3'=-E_2$ and $E_3(0)=1/2$,
\begin{equation}
Q=\frac12+E_3(\delta)-2\int_0^\delta uE_2\,ds .
\end{equation}
To size the last term, use $\int_0^\delta E_1(|\tau-s|)ds=2-E_2(\tau)-E_2(\delta-\tau)$ in the equation for $\theta$:
\begin{equation}
2u(\tau)=\tfrac12[E_2(\tau)-E_2(\delta-\tau)]+\int_0^\delta u(s)E_1(|\tau-s|)ds .
\end{equation}
The bracket is of order $\delta\ln(1/\delta)$, and the integral is smaller than $u$ by another such factor. Hence $u=O(\delta\ln(1/\delta))$. Because $u$ is odd, $2\int uE_2\,ds=\int u(s)[E_2(s)-E_2(\delta-s)]ds$, which is $O(\delta^3\ln^2(1/\delta))$.

We need the small-$x$ series. From $E_1'=-e^{-x}/x$,
\begin{equation}
E_1(x)=-\ln x-\gamma+x+O(x^2),
\end{equation}
where the constant is Euler's $\gamma=0.5772$. Repeated integration with $E_n'=-E_{n-1}$ and $E_n(0)=1/(n-1)$ gives
\begin{align}
E_3(x)&=\frac12-x+\frac{x^2}{2}\left[\ln\frac1x+\frac32-\gamma\right]+\frac{x^3}{6}+O(x^4),\\
E_5(x)&=\frac14-\frac x3+\frac{x^2}{4}-\frac{x^3}{6}+O\!\left(x^4\ln\frac1x\right).
\end{align}
Consequently
\begin{equation}
\frac{k_c}{k}=\frac{3\delta}{4}Q,\quad
Q=1-\delta+\frac{\delta^2}{2}\left[\ln\frac1\delta+\frac32-\gamma\right]
+O\!\left(\delta^3\ln^2\frac1\delta\right).
\end{equation}
A logarithm does occur here, but multiplied by $\delta^2$ inside $Q$, so it vanishes in the thin limit. At $\delta=0.01$ the series gives $Q=0.990276$, and a numerical solution of the integral equation gives $0.990275$.

\section{Along the film}

\textbf{Q.} Now I apply the gradient along the film. What do you assume about its surfaces?

\textbf{A.} They are adiabatic and fully diffuse: an arriving phonon leaves in a direction independent of its arrival, and the outgoing $\Theta$ is isotropic. The gradient is uniform over a lateral distance much greater than $\Lambda$. Write
\begin{equation}
T=T_0+Gx,\qquad \Theta=T-\Lambda Gn_x\,g(z,\mu).
\end{equation}
The factor $n_x$ averages to zero over azimuth, so $T$ is still the angular average of $\Theta$. For the same reason the energy arriving at a wall corresponds to the local $T$, and so does the energy leaving it. The outgoing phonons therefore have $g=0$.

Substitution into the transport equation gives
\begin{equation}
\Lambda n_xG-\Lambda^2Gn_x\mu\,\partial_zg=\Lambda Gn_xg
\quad\Longrightarrow\quad \mu\,\partial_\tau g+g=1 .
\end{equation}
Let $\mu$ now denote the magnitude of the cosine and $\tau$ the distance, in units of $\Lambda$, from the wall the phonon left. Then $g=1-e^{-\tau/\mu}$, with thickness average
\begin{equation}
\bar g=\frac1\delta\int_0^\delta(1-e^{-\tau/\mu})d\tau
=1-\frac\mu\delta\left(1-e^{-\delta/\mu}\right).
\end{equation}
The azimuthal integral of $n_x^2$ is $\pi(1-\mu^2)$, and the two hemispheres contribute equally. Dividing by the bulk flux,
\begin{align}
\frac{k_p}{k}&=\frac32\int_0^1(1-\mu^2)\bar g\,d\mu\\
&=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)(1-e^{-\delta/\mu})d\mu\\
&=1-\frac{3}{8\delta}+\frac{3}{2\delta}[E_3(\delta)-E_5(\delta)].
\end{align}
The two series above give
\begin{equation}
E_3-E_5=\frac14-\frac{2\delta}{3}+\frac{\delta^2}{2}\left[\ln\frac1\delta+1-\gamma\right]+\frac{\delta^3}{3}+\cdots .
\end{equation}
After multiplication by $3/(2\delta)$, the first two terms cancel $-3/(8\delta)$ and $1$. What remains is
\begin{equation}
\frac{k_p}{k}=\frac{3\delta}{4}\left[\ln\frac1\delta+1-\gamma\right]+\frac{\delta^2}{2}+O\!\left(\delta^3\ln\frac1\delta\right).
\end{equation}
Thus $k_p/k_c$ approaches $\ln(1/\delta)+1-\gamma$ and grows without limit within this model as $\delta\to0$.

\textbf{Q.} The algebra produces a logarithm. Which phonons produce it?

\textbf{A.} Those travelling nearly parallel to the surfaces. For $\mu\gg\delta$, expanding the exponential gives $\bar g\simeq\delta/(2\mu)$. In ordinary length this is $L/(2\mu)$, half the chord between the walls: the mean distance back to the last wall, averaged over position. The cross-plane result can be written with the same half chord:
\begin{align}
\frac{k_c}{k}&\simeq\int_0^1 3\mu^2\,\frac{\delta}{2\mu}\,d\mu
=\frac{3\delta}{2}\int_0^1\mu\,d\mu,\\
\frac{k_p}{k}&\simeq\int_{\sim\delta}^1\frac{3(1-\mu^2)}{2}\,\frac{\delta}{2\mu}\,d\mu
=\frac{3\delta}{4}\int_{\sim\delta}^1\frac{1-\mu^2}{\mu}\,d\mu .
\end{align}
Both angular weights integrate to 1 over $0<\mu<1$, as the bulk limit requires. They differ at grazing angles.

Across the film, a long chord brings no larger temperature difference. Its length is $L/\mu$, but the mean gradient along it is $\mu\Delta T/L$, so the product is always $\Delta T$. The grazing phonon also carries heat across the film slowly, which supplies the remaining factor $\mu$ in the flux.

Along the film, a longer flight starts at a place whose temperature differs more, and a grazing phonon has almost its whole velocity in the plane of the film. Its contribution grows as $1/\mu$ until the chord reaches $\Lambda$, at $\mu\sim\delta$. Scattering then ends the flight. Between that cutoff and angles of order one, each equal ratio of $\mu$ contributes about equally, and the number of such ratios grows as $\ln(1/\delta)$.

\textbf{Q.} Can you show that these directions are the cause?

\textbf{A.} Leave out all directions with $\mu<\mu_c$, keeping $\mu_c$ fixed as the film thins. The in-plane integral then has a finite thin limit:
\begin{equation}
\frac{k_p}{3\delta k/4}\to\int_{\mu_c}^1\frac{1-\mu^2}{\mu}d\mu
=\ln\frac1{\mu_c}-\frac{1-\mu_c^2}{2}.
\end{equation}
For $\mu_c=0.2$ this is 1.129. At $\delta=10^{-5}$ the full angular integral gives 11.936 for the same ratio, and removing the directions with $\mu<0.2$ reduces it to 1.129. Across a collisionless film, the removed share is $2\int_0^{\mu_c}\mu\,d\mu=\mu_c^2$, or 4\%.

\section{Numbers for a silicon-like film}

\textbf{Q.} What does this mean for my 10 nm film?

\textbf{A.} Take $C=0.90$ MJ/(m$^3$K), $v=2000$ m/s and $\Lambda=250$ nm. These are rough gray values for silicon near room temperature. Here $C$ counts only the acoustic modes, about half of the full phonon heat capacity; the optical modes, slower on average, are left out. In a film this thin they can still add to the cross-plane flux, so $Cv/4$, and with it $k_c$, is uncertain by tens of percent. They give $k=150$ W/(m K), $Cv/4=450$ MW/(m$^2$K) and $\delta=0.04$. The integral equation gives $Q=0.9633$, so
\begin{equation}
k_c=(450\times10^6)(10\times10^{-9})(0.9633)=4.3\ \mathrm{W/(m\,K)}.
\end{equation}
Along the film, $\ln25+1-\gamma=3.642$, and
\begin{equation}
k_p\simeq150\left[0.03(3.642)+\frac{0.04^2}{2}\right]=16.5\ \mathrm{W/(m\,K)}.
\end{equation}
The ratio is 3.8. It exceeds 3.64 because $Q<1$ and because of the $\delta^2/2$ term. Directions with $\mu<0.2$ carry 70\% of the in-plane heat but 3.5\% of the cross-plane heat.

Halving the thickness to 5 nm lowers $k_c$ from 4.33 to 2.21 W/(m K), a factor of 1.96. It lowers $k_p$ from 16.5 to 9.8 W/(m K), a factor of 1.69. The logarithm softens the reduction; it does not prevent $k_p$ from vanishing with thickness.

Random walks with scattering and wall collisions test the results without using the angular formulas. At $\delta=0.1$, the in-plane walk gives $k_p/k=0.210$ against 0.209 from the formula. The cross-plane walk gives $Q=0.916$, as does the integral equation. Further values are in the numerical output.

\textbf{Q.} Do the two conductivities agree again in a thick film?

\textbf{A.} Both approach $k$. In a thick film both deficits shrink as $1/\delta$, but the cross-plane one has the larger coefficient. At $\delta=50$, $k_p/k=0.9925$, which is $1-3/(8\delta)$ since the exponential integrals are then negligible. The cross-plane ratio is about 0.97; the third digit in the numerical output is limited by the cell width. Its larger deficit reflects the temperature drops near the contacts, which $k_c$ includes.

\section{Imperfect contacts and smoother surfaces}

\textbf{Q.} My contacts are not black. Does the linear law survive?

\textbf{A.} Yes, if their transmission stays fixed while $L$ changes. Suppose each contact transmits a fraction $t$ at every angle and reflects the rest diffusely. In units of $Cv\Delta T/4$, measured from the cold bath, the hot bath would emit 1 through a black contact. Let $J_h$ enter the film there and $G_h$ arrive from inside. Then
\begin{equation}
J_h=t+(1-t)G_h,\qquad Q_t=J_h-G_h .
\end{equation}
Eliminating $G_h$ gives $1-J_h=Q_t(1-t)/t$. The same balance at the cold contact gives $J_c=Q_t(1-t)/t$. Emission into the film is isotropic at both sides, so the black-contact solution applies between them: $Q_t=Q(J_h-J_c)$. Adding the three drops,
\begin{equation}
\frac1{Q_t}=\frac1Q+2\left(\frac1t-1\right).
\end{equation}
As $\delta\to0$, $Q_t\to t/(2-t)$, a constant, so $k_c$ remains proportional to $L$. For $t=0.5$ at 10 nm, $Q_t=0.329$ and $k_c$ falls from 4.3 to 1.5 W/(m K).

\textbf{Q.} And if the free surfaces are fairly smooth?

\textbf{A.} Then the logarithm itself can disappear. For a scalar wave of wavelength $\lambda$ and Gaussian surface heights of rms value $h$, the reflected phase has rms spread $4\pi h\mu/\lambda$. Averaging the phase factor $e^{i\varphi}$ over a Gaussian phase of rms spread $\sigma$ gives the amplitude $e^{-\sigma^2/2}$ of the specular wave. Its square, $e^{-\sigma^2}$, is the specular fraction of the energy:
\begin{equation}
p(\mu)=e^{-a\mu^2},\qquad a=(4\pi h/\lambda)^2 .
\end{equation}
In this phase model grazing phonons, the ones that matter most, see the smoothest surface. The model requires heights that vary slowly along the surface, over lengths well above about $\lambda/(2\pi\mu^2)$. For any given surface this fails at small enough $\mu$, where the specular fraction need not follow this form. As a separate trial assumption, let the remaining fraction leave in local equilibrium, so that outgoing $g$ equals $p$ times incoming $g$. The phase model does not supply this assumption. Heights that vary over a length $\ell\gg\lambda$ change the wavevector along the surface only by a fraction of order $\lambda/(2\pi\ell)$, so the scattered part leaves near the mirror direction and keeps most of its in-plane momentum. With $g=1-Be^{-\tau/\mu}$, this condition reads $1-B=p(1-Be^{-\delta/\mu})$, hence
\begin{equation}
B=\frac{1-p}{1-pe^{-\delta/\mu}},\qquad
\bar g=1-B\frac\mu\delta(1-e^{-\delta/\mu}).
\end{equation}
In the range $\delta\ll\mu\ll1/\sqrt a$, $1-p\simeq a\mu^2$ and $1-pe^{-\delta/\mu}\simeq a\mu^2+\delta/\mu$. This leads to $\bar g\simeq\delta/(\delta+a\mu^3)$. The integral is dominated by $\mu\sim(\delta/a)^{1/3}$, which lies in that range for small enough $\delta$. Setting $\mu=(\delta/a)^{1/3}y$,
\begin{equation}
\frac{k_p}{k}\simeq\frac32\left(\frac\delta a\right)^{1/3}\int_0^\infty\frac{dy}{1+y^3}
=\frac{\pi}{\sqrt3}\left(\frac\delta a\right)^{1/3},
\end{equation}
since the last integral is $2\pi/(3\sqrt3)$. At fixed $a$ this falls more slowly than $\delta\ln(1/\delta)$. The cube-root law applies only while the phase model holds at the dominant angles, $\mu\sim(\delta/a)^{1/3}$. For the trial film below, these are of order 0.1, so the surface heights must vary over tens of nanometres or more. On such a surface $\lambda/(2\pi\ell)$ is below 0.01, and elastic scattering alone would leave $k_p$ far above the value given next, close to the bulk value. The cube-root law and the numbers below therefore describe the trial wall rule, which needs some further process to randomize the non-specular part; they are not a prediction for a given rough surface. For trial values $h=0.3$ nm and $\lambda=1$ nm, $a=14.2$, and the full angular integral with this wall rule raises $k_p$ at 10 nm from 16.5 to 39 W/(m K). A walk with this wall rule at $\delta=0.1$ gives $k_p/k=0.351$, against 0.353 from the integral.

\textbf{Q.} How far should I trust these values for real silicon?

\textbf{A.} They are estimates of scale. The bulk value of 150 W/(m K) is close to that of pure silicon at room temperature, but real silicon has a broad range of mean free paths, and real contacts are not black. A trial log-normal spread, with standard deviation 1.5 in $\ln\Lambda$ and with total $Cv$ and bulk $k$ held fixed, changes $k_c$ to 3.8 and $k_p$ to 12 W/(m K). With the trial values used here, surface specularity and contact transmission move the results more, by the factors found above. At 400 K, if $\Lambda$ scales as $1/T$ and $Cv$ is held fixed, bulk conductivity drops by 25\%, $k_p$ by 8\% and $k_c$ by 1\%: the shorter the flight between walls compared with $\Lambda$, the less $\Lambda$ matters. In real silicon the acoustic $C$ still rises by a few percent over this range (the full heat capacity by about 10\%), which is enough to outweigh the 1\% drop in $k_c$. For a 10 $\mu$m long film, $\Lambda$ is 2.5\% of the length, so within the gray model the assumption of a film much longer than $\Lambda$ is reasonable. In real silicon, phonons with much longer free paths would feel the ends more; that effect is left out. The trial wavelength is a tenth of the thickness, so changes to the phonon modes by confinement may matter; they, and crystal anisotropy, are not calculated here.

\section*{Numbers as computed}
\begin{verbatim}
Heat capacity: 0.90 MJ/(m^3 K)
Phonon speed: 2000 m/s
Gray mean free path: 250 nm
Bulk conductivity: 150.0 W/(m K)
Collisionless conductance C v/4: 450.0 MW/(m^2 K)
Euler constant gamma: 0.5772
L (nm), delta, Q, k_cross, k_in (W/(m K)), k_in/k_cross, log law:
     5  0.020  0.9810   2.207   9.783   4.432   4.335
    10  0.040  0.9633   4.335  16.504   3.808   3.642
    20  0.080  0.9308   8.377  26.995   3.223   2.949
    40  0.160  0.8742  15.736  42.368   2.692   2.255
Tests by random walk (dimensionless):
  In-plane k/k_bulk at delta=0.1: walk 0.2103, formula 0.2091
  Cross-plane Q at delta=0.1: walk 0.9155, cell solution 0.9157
  Cross-plane Q at delta=1.0: walk 0.5530, cell solution 0.5534
Q at delta=0.01: solution 0.9902746, series 0.9902764
Thick film delta=50, k/k_bulk: cross 0.973, in-plane 0.9925
In-plane k/(3 delta k_bulk/4) at delta=1e-05: all angles 11.936
  Same with mu<0.2 removed: 1.129, limit 1.129
Heat share of mu<0.2 at 10 nm: in-plane 70.3 %, cross 3.5 %
Neglected effects for the 10 nm film:
  Reference k_cross: 4.335 W/(m K)
  Reference k_in: 16.504 W/(m K)
  Contact transmission 0.50: Q 0.3291 (walk 0.3292)
  k_cross with these contacts: 1.481 W/(m K)
  Rms roughness 0.3 nm, wavelength 1.0 nm: a = 14.21
  k_in with angle-dependent specularity: 38.679 W/(m K)
  Specularity test at delta=0.1: walk 0.3511, formula 0.3525
  Cube-root law at delta=1e-08: integral 0.001613, law 0.001613
  Mean-free-path spread, sigma of logarithm: 1.5
  With spread: k_cross 3.782, k_in 12.083 W/(m K)
  At 400 K, path taken as 1/T: 187.5 nm
  Changes from 300 K: bulk -25.0 %, in-plane -7.6 %, cross -1.2 %
  Mean free path / lateral length (10 um): 0.025
  Wavelength / thickness: 0.10
\end{verbatim}
